# Does infinite stress at a crack tip imply fracture at zero load?

**The argument under review.** A silicon die contains a sharp crack. Linear elasticity gives an infinite stress at the crack tip for any tensile load. Silicon has a finite strength, and infinity exceeds every finite strength. The submission concludes that the crack must grow under an arbitrarily small load, so that a die which survives in service cannot contain a sharp crack.

The first premise is correct for the ideal model at any nonzero tension across the crack; tension exactly parallel to the crack gives no infinite stress. The conclusion does not follow. The stress at one mathematical point has been compared with the strength of a material that breaks over a finite distance and consumes a finite energy. The comments below compute the stress, then the energy, and then replace the infinite stress by a finite one to see whether the answer survives.

## 1. What the elastic solution says

Take a straight crack $|x|<a$, $y=0$, in a large isotropic body, with its front along the third axis. The body is in plane strain and carries a remote tension $\sigma$ normal to the crack. Let $E$ be Young's modulus, $\nu$ Poisson's ratio, $\mu=E/[2(1+\nu)]$ and $E'=E/(1-\nu^2)$. For an analytic function $W(z)$ of $z=x+iy$, with $Z=W'$, consider

$$\sigma_{xx}=\mathrm{Re}Z-y\,\mathrm{Im}Z',\quad \sigma_{yy}=\mathrm{Re}Z+y\,\mathrm{Im}Z',\quad \sigma_{xy}=-y\,\mathrm{Re}Z',$$

$$2\mu u=(1-2\nu)\mathrm{Re}W-y\,\mathrm{Im}Z,\qquad 2\mu v=2(1-\nu)\mathrm{Im}W-y\,\mathrm{Re}Z .$$

Since $\partial_x f=f'$ and $\partial_y f=if'$ for analytic $f$,

$$\partial_x\sigma_{xx}+\partial_y\sigma_{xy}=(\mathrm{Re}Z'-y\,\mathrm{Im}Z'')+(-\mathrm{Re}Z'+y\,\mathrm{Im}Z'')=0,$$

$$\partial_x\sigma_{xy}+\partial_y\sigma_{yy}=-y\,\mathrm{Re}Z''+(-\mathrm{Im}Z'+\mathrm{Im}Z'+y\,\mathrm{Re}Z'')=0 .$$

The strains also match Hooke's law:

- $2\mu\,\partial_xu=(1-2\nu)\mathrm{Re}Z-y\,\mathrm{Im}Z'=\sigma_{xx}-\nu(\sigma_{xx}+\sigma_{yy})$;
- $2\mu\,\partial_yv=(1-2\nu)\mathrm{Re}Z+y\,\mathrm{Im}Z'=\sigma_{yy}-\nu(\sigma_{xx}+\sigma_{yy})$;
- $\mu(\partial_yu+\partial_xv)=-y\,\mathrm{Re}Z'=\sigma_{xy}$, because the terms in $\mathrm{Im}Z$ cancel.

Now choose

$$W=\sigma\sqrt{z^2-a^2},\qquad Z=\frac{\sigma z}{\sqrt{z^2-a^2}},$$

with the branch cut along the crack. On the faces the root is imaginary, so $\mathrm{Re}Z=0$ and the faces are free of traction. Far away $Z\to\sigma$, which is equal tension in both in-plane directions. A uniform extra stress parallel to the crack puts no traction on the faces and does not open them, so the opening found below holds for uniaxial tension too.

At a distance $r$ ahead of the right tip,

$$\sigma_{yy}=\frac{\sigma(a+r)}{\sqrt{r(2a+r)}}\;\longrightarrow\;\sigma\sqrt{\frac{a}{2r}}=\frac{K}{\sqrt{2\pi r}},\qquad K=\sigma\sqrt{\pi a}\qquad(r\ll a).$$

The stress diverges as $r\to0$ at any fixed $\sigma>0$. At fixed $r>0$ it vanishes as $\sigma\to0$. The limits $r\to0$ and $\sigma\to0$ therefore cannot be interchanged, and at zero load the stress is zero everywhere. Moreover, since every nonzero tension across the crack gives the same infinity, the infinity cannot tell a safe load from a dangerous one. The intensity factor $K$ can, because it measures how strong the singular field is.

## 2. An infinite stress with a finite energy

The elastic energy density in plane strain is

$$w=\frac{1}{4\mu}\left[\sigma_{xx}^2+\sigma_{yy}^2+2\sigma_{xy}^2-\nu(\sigma_{xx}+\sigma_{yy})^2\right].$$

Inserting the stresses, the cross terms cancel:

$$w=\frac{1}{2\mu}\left[(1-2\nu)(\mathrm{Re}Z)^2+y^2|Z'|^2\right].$$

Near the tip $Z=K/\sqrt{2\pi\zeta}$ with $\zeta=re^{i\theta}$. Hence $(\mathrm{Re}Z)^2=\frac{K^2}{2\pi r}\cos^2\frac{\theta}{2}$. Also $|Z'|=|Z|/(2r)$ and $y=r\sin\theta$, so $y^2|Z'|^2=\frac{K^2}{2\pi r}\frac{\sin^2\theta}{4}$. The density grows as $1/r$, but the area element $r\,dr\,d\theta$ supplies a compensating $r$. With $\int_{-\pi}^{\pi}\cos^2\frac\theta2\,d\theta=\int_{-\pi}^{\pi}\sin^2\theta\,d\theta=\pi$, a disc of radius $R\ll a$ contains, per unit length of front,

$$\int_0^R\frac{K^2}{2\pi r}\,\frac{1}{2\mu}\left[\pi(1-2\nu)+\frac{\pi}{4}\right]r\,dr=\frac{K^2R\,(5-8\nu)}{16\mu}.$$

This is finite and shrinks with $R$. No unlimited store of energy waits at the tip.

## 3. The energy that growth releases

On the crack line $v=(1-\nu)\mathrm{Im}W/\mu=(2/E')\,\mathrm{Im}W$. The upper and lower faces have opposite signs of $\mathrm{Im}W$, so the opening is

$$\delta(x)=\frac{4}{E'}\,\sigma\sqrt{a^2-x^2}.$$

To find the energy released by making the crack, cut the stressed body along $|x|<a$ but hold the faces together with the traction $\sigma$ that was there before. Then relax the hold slowly under fixed remote load. When a fraction $s$ of the traction has been removed, linearity gives a remaining traction $(1-s)\sigma$ and an opening $s\,\delta$. The body and its loading system do work on the holder equal to

$$U=\int_{-a}^{a}dx\int_0^1(1-s)\sigma\,\delta\,ds=\frac{\sigma}{2}\int_{-a}^{a}\delta\,dx=\frac{\sigma}{2}\cdot\frac{4\sigma}{E'}\cdot\frac{\pi a^2}{2}=\frac{\pi\sigma^2a^2}{E'} .$$

The total potential energy has fallen by $U$. If both tips advance by $da$, the new crack area per unit thickness is $2\,da$. The energy released per unit area is therefore

$$G=\frac{1}{2}\frac{dU}{da}=\frac{\pi\sigma^2a}{E'}=\frac{K^2}{E'} .$$

The same quantity can be read from the field around one tip. If the near field moves forward with the tip by $da$, a small contour around it takes in stored energy $w\,dy\,da$ and receives work $-\mathbf t\cdot\partial_x\mathbf u\,ds\,da$ from the traction $\mathbf t$ on it. The supply per unit advance is $J=\oint(w\,dy-\mathbf t\cdot\partial_x\mathbf u\,ds)$. Evaluated by quadrature on circles of radius $0.01a$, $0.3a$ and $a$, with and without an added parallel stress $-\sigma$, it equals $K^2/E'$ to the six decimals printed.

Let $\Gamma$ be the energy needed per unit crack area, counting both new faces. Slow growth in an inert environment cannot be paid for unless $G\ge\Gamma$. Taking $G=\Gamma$ as the onset gives

$$K_c=\sqrt{E'\Gamma},\qquad \sigma_c=\sqrt{\frac{E'\Gamma}{\pi a}} .$$

This is the missing threshold. As $\sigma\to0$, $G$ vanishes as $\sigma^2$ while $\Gamma$ stays fixed. Once growth starts at fixed stress, $G$ rises in proportion to $a$, so with constant $\Gamma$ the growth is unstable.

## 4. The stress peak depends on resolution

A numerical crack shows which quantity is reliable. Divide the crack into $N$ cells of width $h=2a/N$, each with a constant opening $D_j$. The function $W=(E'b/4\pi)\ln z$ has a jump in $v$ of $(2/E')(E'b/4\pi)(2\pi)=b$ across the negative axis, and gives $\sigma_{yy}=E'b/(4\pi x)$ on the line. A cell centred at $c_j$ is a jump $D_j$ that starts at one end and stops at the other, so it produces

$$\frac{E'D_j}{4\pi}\left[\frac{1}{x-c_j-h/2}-\frac{1}{x-c_j+h/2}\right]=\frac{E'D_j}{4\pi}\,\frac{h}{(x-c_j)^2-h^2/4}.$$

The openings follow from requiring the total induced stress to be $-\sigma$ at each cell centre. To obtain $G$, the crack is lengthened by one cell at each end, and the change in $\frac12\sigma h\sum D_j$ is divided by $2h$. It is compared with $\pi\sigma^2a/E'$ at the mean of the two half-lengths.

- 25 cells: next-cell stress $4.54\,\sigma$; $G$ above the formula by 1.9%.
- 100 cells: next-cell stress $8.92\,\sigma$; $G$ above by 0.5%.
- 400 cells: next-cell stress $17.75\,\sigma$; $G$ above by 0.12%.

Each fourfold refinement nearly doubles the stress, as $r^{-1/2}$ requires, since the centre of the next cell lies at $r=h/2=a/N$. The continuum value there is about $\sigma\sqrt{N/2}$, or $14.1\,\sigma$ for 400 cells. The cell value is about a quarter higher at all three resolutions, so it is not an accurate local stress. The energy release nevertheless converges. A rule "break when the peak stress reaches the strength" would give a critical load that falls towards zero as the mesh is refined at fixed strength. That zero is produced by the rule.

## 5. Removing the infinite stress

The submission could reply that an energy balance merely avoids the infinite stress. So let the stress be limited. Suppose that beyond each physical tip, in $a<|x|<c$, the faces pull on each other with constant traction $\sigma_0$, the cohesive strength, until they separate by $\delta_c$. The work of separation per unit area is then $\Gamma=\sigma_0\delta_c$. The field is

$$Z=\frac{2\sigma_0}{\pi}\,\mathrm{arccot}\,F,\qquad F=\frac{a}{z}\sqrt{\frac{z^2-c^2}{c^2-a^2}} .$$

It meets each condition:

- Far away $F\to a/\sqrt{c^2-a^2}=\cot\beta$, where $\cos\beta=a/c$. Then $Z\to2\sigma_0\beta/\pi$, which must equal $\sigma$. Hence $\beta=\pi\sigma/(2\sigma_0)$.
- At $x=c$, $F=0$ and the stress is $\sigma_0$, not infinity.
- On the upper face for $0<x<c$, $F=ig$ with $g=a\sqrt{c^2-x^2}/(x\sqrt{c^2-a^2})$. From $\mathrm{arccot}\,F=\frac{1}{2i}\ln\frac{F+i}{F-i}$, the real part is $0$ for $g>1$ and $\pi/2$ for $g<1$. Since $g=1$ at $x=a$, the traction is $0$ on the open crack and $\sigma_0$ in the strip. The other half follows by symmetry. The stress is now finite, although the slope of the opening still diverges logarithmically at $x=a$, where the traction jumps.

In the strip $\mathrm{Im}\,\mathrm{arccot}(ig)=-\mathrm{artanh}\,g$. On the face $\delta'(x)=(4/E')\,\mathrm{Im}Z$, and $\delta(c)=0$, so the opening at the physical tip is

$$\delta_t=\frac{8\sigma_0}{\pi E'}\,I,\qquad I=\int_a^c\mathrm{artanh}\,g\;dx .$$

Integrate by parts with $x-a$ as the antiderivative of 1. The boundary terms vanish, because $g(c)=0$ and the divergence at $x=a$ is only logarithmic. Using

$$g'=-\frac{ac^2}{\sqrt{c^2-a^2}\,x^2\sqrt{c^2-x^2}},\qquad 1-g^2=\frac{c^2(x^2-a^2)}{x^2(c^2-a^2)},$$

one obtains

$$I=-\int_a^c\frac{(x-a)\,g'}{1-g^2}\,dx=a\sqrt{c^2-a^2}\int_a^c\frac{dx}{(x+a)\sqrt{c^2-x^2}} .$$

With $x=c\cos\varphi$ this becomes

$$I=a\int_0^\beta\frac{\sin\beta\,d\varphi}{\cos\varphi+\cos\beta}=a\left[\ln\frac{\cos\frac{\varphi-\beta}{2}}{\cos\frac{\varphi+\beta}{2}}\right]_0^\beta=a\ln\sec\beta .$$

Setting $\sigma_0\delta_t=\Gamma$ gives the load at which the physical tip starts to move:

$$\sigma_c=\frac{2\sigma_0}{\pi}\arccos\exp\left(-\frac{\pi E'\Gamma}{8\sigma_0^2a}\right).$$

An 800-cell calculation with $a/c=0.75$ reproduces the tip opening to the four decimals printed. It gives a stress of $0.966\,\sigma_0$ in the next cell beyond the strip.

Two limits show what controls growth. For $\sigma\ll\sigma_0$, $\ln\sec\beta\approx\beta^2/2$, and

$$\sigma_0\delta_t\approx\frac{8\sigma_0^2a}{\pi E'}\cdot\frac{\pi^2\sigma^2}{8\sigma_0^2}=\frac{\pi\sigma^2a}{E'}=G .$$

The strength cancels and the threshold of section 3 returns. For very short cracks the exponential tends to zero and $\sigma_c\to\sigma_0$. There the strip is no longer small compared with the crack, and $K$ alone does not decide. For long cracks the critical load falls as $1/\sqrt a$, but it is above zero for every finite length.

## 6. The die in numbers

Take a through crack of length 20 µm ($a=10$ µm) in a silicon die under a local tension of 60 MPa, with rough typical values $E=160$ GPa, $\nu=0.22$, $\Gamma=4$ J/m² and $\sigma_0=16$ GPa. Then $E'=160/(1-0.22^2)=168.1$ GPa, and

$$K=60\ \mathrm{MPa}\times\sqrt{\pi\times10^{-5}\ \mathrm{m}}=0.336\ \mathrm{MPa\,m^{1/2}},$$

$$G=\frac{\pi(6\times10^7)^2\times10^{-5}}{1.681\times10^{11}}=0.67\ \mathrm{J/m^2}.$$

This is 17% of $\Gamma$. The crack does not grow, although the linear stress is 4.2 GPa at 1 nm from the tip and 42 GPa at 0.01 nm. The second figure exceeds $\sigma_0$, but it refers to a distance far below an atomic spacing, where the continuum has no meaning. The thresholds are

$$\sigma_c=\sqrt{\frac{1.681\times10^{11}\times4}{\pi\times10^{-5}}}\ \mathrm{Pa}\approx146\ \mathrm{MPa},\qquad K_c=0.82\ \mathrm{MPa\,m^{1/2}} .$$

At a fixed 60 MPa the crack would become critical at a half-length $E'\Gamma/(\pi\sigma^2)\approx60$ µm.

With $\Gamma$ held fixed, raising the cohesive strength from 1 to 16 GPa moves the critical stress only from 145.7 to 146.3 MPa. At 16 GPa the strip is about 1 nm long when growth starts, which is small compared with 10 µm. It is also only a few atomic spacings, so its inner structure should not be taken literally. The sharp-crack formula would reach $\sigma_0$ at a half-length of about 0.8 nm, which marks the scale at which it fails.

A real die departs from the model in several ways. A crack may start at a sawn edge instead; for a straight edge crack of depth 10 µm, $K$ rises by a factor 1.12 and the critical stress falls to about 130 MPa. The cubic elasticity of silicon, for a {110} crack with its front along [001], gives 144 MPa. Plane stress, which suits a sheet thin compared with the crack, would give 143 MPa; where the crack front meets the faces of a thicker die the field is three-dimensional and is not treated here. A modulus loss of 0.6% on heating by 100 K changes the result by less than 1 MPa at fixed $\Gamma$. All these figures assume brittle silicon; at several hundred degrees Celsius dislocations move at the tip, the fracture energy rises, and a fixed $\Gamma$ of a few J/m² no longer applies. The uncertainty in $\Gamma$ matters more: 3 to 5 J/m² gives 127 to 164 MPa. Even an edge crack with $\Gamma=3$ J/m² needs $127/1.12\approx113$ MPa. The discreteness of the lattice, which can hold a crack beyond the energy threshold, is left out. So is chemical attack, which can let cracks in oxide layers and at interfaces grow slowly below the inert threshold; the figures above do not cover that case.

## Recommendation

The conclusion should be withdrawn. The submission may keep its statement that the ideal elastic stress is infinite, provided that it is read as a sign that the linear continuum fails close to the tip. Whether a known crack starts to grow under a steady tension normal to it should be argued by comparing $G$ with $\Gamma$, or $K$ with $K_c$, under the conditions stated here. Shear along the crack adds to $G$ but not to this $K$, and repeated loading is not covered. The remaining values are in the numerical output.

## Computed values

```
Young modulus E = 160 GPa, Poisson ratio = 0.22
plane-strain modulus E' = 168.1 GPa
crack half-length a = 10 um, load = 60 MPa
needed energy Gamma = 4.0 J/m2
cohesive strength sigma0 = 16 GPa
linear stress at 1000 nm from tip = 0.144 GPa
linear stress at 10 nm from tip = 1.343 GPa
linear stress at 1 nm from tip = 4.243 GPa
linear stress at 0.01 nm from tip = 42.426 GPa
intensity factor K = 0.336 MPa m^0.5
critical factor K_c = 0.820 MPa m^0.5
energy release rate G = 0.673 J/m2
G/Gamma = 0.168
G at one tenth of the load = 0.00673 J/m2
elastic energy within 10 nm of tip = 3.49 nJ/m
opening at crack centre = 14.27 nm
critical stress = 146.3 MPa
critical half-length at the load = 59.5 um
J/(K^2/E') over paths: min 1.000000, max 1.000000
25 cells: next-cell stress/load = 4.54, G/formula = 1.0192
100 cells: next-cell stress/load = 8.92, G/formula = 1.0050
400 cells: next-cell stress/load = 17.75, G/formula = 1.0012
strip test: tip opening/formula = 1.0000
strip test: stress ahead/strength = 0.966
critical stress, strength 1 GPa = 145.67 MPa
critical stress, strength 4 GPa = 146.27 MPa
critical stress, strength 16 GPa = 146.31 MPa
cohesive zone length at growth = 1.03 nm
critical opening Gamma/sigma0 = 0.25 nm
half-length where sharp-crack law gives sigma0 = 0.84 nm
Neglected effects:
edge crack of depth a: K factor = 1.121
edge crack: critical stress = 130.5 MPa
cubic constants c11, c12, c44 = 166, 64, 80 GPa
cubic crystal: effective modulus = 163.3 GPa
cubic crystal: critical stress = 144.2 MPa
plane stress: critical stress = 142.7 MPa
modulus loss = 6e-05 per K, heating = 100 K
warm die: critical stress = 145.9 MPa
Gamma = 3 J/m2: critical stress = 126.7 MPa
Gamma = 5 J/m2: critical stress = 163.6 MPa
die width = 10 mm, order of width correction (2a/width)^2 = 4e-06
```
